# Why Equal Dielectric Lamellae Stand Along a Field at Fixed Voltage, part 1

(Sections cited here and not found follow in the second part.)

## First half: the theorem and its proof

A melt of a symmetric block copolymer separates into flat layers, alternately rich in one block and in the other. Between two flat electrodes the layers can lie parallel to the electrodes, like sheets of paper in a stack, or stand on edge, so that each layer runs from one electrode to the other. The difference matters in lithography: a standing film shows both blocks at its surface as stripes, from which a line pattern can be etched, while a uniform lying film shows one block at each surface. Suppose now that a voltage is applied. Both films contain the same material in the same amounts, but the field meets the layers differently. Does the voltage favour one orientation, and by how much energy?

The answer needs care with its sign. At equal voltage the standing film stores more field energy than the lying one, and yet it is the favoured state, because the voltage source takes part in the energy balance.

### Setting and conventions

The electrodes have area $a$ and separation $d$, and the film fills the gap. The voltage between them is $V$, and the average field is

$$E=\frac{V}{d}.$$

The blocks have relative permittivities $\varepsilon_A$ and $\varepsilon_B$, both positive. "Standing" means that the field lies in the layer planes, and carries the subscript $\parallel$. "Lying" means that the field is along the layer normal, and carries the subscript $\perp$. The assumptions are these.

1. Each layer is a linear, isotropic, lossless dielectric, uniform up to a sharp interface.
2. The two blocks have equal total thickness, and so fill half of the volume each.
3. No free charge sits inside the film, and fringing at the outer edges is ignored.
4. Volume, composition, temperature and voltage are the same in the two states compared.
5. Only the electrical part of the free energy is compared. Wall energies and layer strain are treated in the second half.

At fixed temperature the reversible work of charging the film is a free energy, and "stored energy" below has this meaning. If the voltage alternates much faster than the layers can turn, the layers respond to the time average of $V^2$. Then $V$ and $E$ denote rms values.

If the electrodes carry charges $\pm Q$, the capacitance is $C=Q/V$. The effective permittivity $\varepsilon$ of a film is defined by

$$C=\frac{\varepsilon_0\,\varepsilon\,a}{d}. \tag{1}$$

Since $Q/a=CV/a=\varepsilon_0\varepsilon E$, the effective permittivity also relates the mean electrode charge per area to the average field.

### Theorem

*Under assumptions 1 to 5, let $g$ be the electrical free energy per volume, including the voltage source. Then*

$$g_\perp-g_\parallel=\frac{\varepsilon_0E^2(\varepsilon_A-\varepsilon_B)^2}{4(\varepsilon_A+\varepsilon_B)}. \tag{2}$$

*The standing state is favoured whenever $E\neq0$ and $\varepsilon_A\neq\varepsilon_B$.*

The proof needs the right potential for fixed voltage, and then the effective permittivity of each state.

### Lemma 1: the potential at fixed voltage

*At fixed voltage the favoured state minimizes $G=-\tfrac12CV^2$, or per volume*

$$g=-\tfrac12\varepsilon_0\varepsilon E^2. \tag{3}$$

*Proof.* Moving a charge $dq$ across the film when it already holds charge $q$ costs $(q/C)\,dq$. The stored energy is therefore

$$U=\int_0^Q\frac{q}{C}\,dq=\frac{Q^2}{2C}. \tag{4}$$

Replace the voltage source by a large capacitor $C_0$ connected in parallel with the film. Film and reservoir form a closed electrical system with fixed total charge $Q_t$, so its stored energy must fall in a spontaneous change at fixed temperature. Parallel capacitances add, and the common voltage is initially $V=Q_t/(C_0+C)$. If reorientation changes $C$ to $C+\Delta C$, equation (4) gives the change of total energy:

$$\Delta U_t=\frac{Q_t^2}{2}\left[\frac{1}{C_0+C+\Delta C}-\frac{1}{C_0+C}\right].$$

Over a common denominator the bracket has numerator $(C_0+C)-(C_0+C+\Delta C)=-\Delta C$. With $Q_t=V(C_0+C)$, this becomes

$$\Delta U_t=-\frac{Q_t^2\,\Delta C}{2(C_0+C)(C_0+C+\Delta C)}
=-\frac{V^2\Delta C}{2}\,\frac{C_0+C}{C_0+C+\Delta C}.$$

For $C_0\to\infty$ the last fraction tends to 1 and the voltage stays fixed. Hence $\Delta U_t=-\tfrac12V^2\Delta C$, which is the change of $-\tfrac12CV^2$. Division by the volume $ad$, with (1) and $V=Ed$, gives

$$g=-\frac{1}{2ad}\,\frac{\varepsilon_0\varepsilon a}{d}\,E^2d^2=-\tfrac12\varepsilon_0\varepsilon E^2.\qquad\blacksquare$$

The energy balance is visible in the separate parts. When $C$ rises by $\Delta C$ at fixed $V$, the charge rises by $V\Delta C$ and the source does work $V^2\Delta C$. The film's stored energy $\tfrac12CV^2$ rises by half of this amount. The other half is available to turn the layers, and ends as heat if they turn through a viscous melt.

### Lemma 2: standing layers

*For standing layers,*

$$\varepsilon_\parallel=\frac{\varepsilon_A+\varepsilon_B}{2}. \tag{5}$$

*Proof.* Try the uniform field $E$, directed from one electrode to the other, in every layer. It gives the correct voltage $Ed$. At an interface between standing layers the field is tangential and equal on both sides, as required. The normal component of the displacement is zero on both sides, so it is continuous too. All conditions are met.

No other field meets them. If two potentials did, their difference $u$ would vanish on both electrodes and obey $\nabla\cdot(\varepsilon\nabla u)=0$, where here $\varepsilon$ is the local permittivity. Multiplying by $u$ and integrating by parts gives $\int\varepsilon|\nabla u|^2\,d^3r=0$: the electrode terms vanish because $u=0$ there, and the outer edge is ignored. Since $\varepsilon>0$, $u$ is constant, and therefore zero.

The electrode charge per area is $\varepsilon_0\varepsilon_AE$ where A touches the electrode and $\varepsilon_0\varepsilon_BE$ where B does. Each covers half the area, so

$$\frac{Q}{a}=\tfrac12\varepsilon_0\varepsilon_AE+\tfrac12\varepsilon_0\varepsilon_BE
=\varepsilon_0\,\frac{\varepsilon_A+\varepsilon_B}{2}\,E.$$

Comparison with $Q/a=\varepsilon_0\varepsilon E$ gives (5). $\blacksquare$

### Lemma 3: lying layers

*For lying layers the fields in the two blocks are*

$$E_A=\frac{2\varepsilon_B}{\varepsilon_A+\varepsilon_B}E,\qquad
E_B=\frac{2\varepsilon_A}{\varepsilon_A+\varepsilon_B}E, \tag{6}$$

*and the effective permittivity is*

$$\varepsilon_\perp=\frac{2\varepsilon_A\varepsilon_B}{\varepsilon_A+\varepsilon_B}. \tag{7}$$

*Proof.* The field is now normal to every interface. Without free charge the normal displacement $D$ is the same in all layers:

$$D=\varepsilon_0\varepsilon_AE_A=\varepsilon_0\varepsilon_BE_B. \tag{8}$$

The voltage is the sum of the drops across all layers. Each block has total thickness $d/2$, whatever the number and order of the layers, so

$$Ed=E_A\frac d2+E_B\frac d2,\qquad\text{or}\qquad E_A+E_B=2E. \tag{9}$$

From (8), $E_B=(\varepsilon_A/\varepsilon_B)E_A$. Inserting this in (9) gives $E_A(\varepsilon_A+\varepsilon_B)/\varepsilon_B=2E$, hence the first part of (6). Multiplication by $\varepsilon_A/\varepsilon_B$ gives the second. The electrode charge per area equals $D$, and

$$D=\varepsilon_0\varepsilon_AE_A=\varepsilon_0\,\frac{2\varepsilon_A\varepsilon_B}{\varepsilon_A+\varepsilon_B}\,E,$$

which gives (7). $\blacksquare$

### Proof of the theorem

Subtract (7) from (5) over the common denominator $2(\varepsilon_A+\varepsilon_B)$:

$$\varepsilon_\parallel-\varepsilon_\perp
=\frac{(\varepsilon_A+\varepsilon_B)^2-4\varepsilon_A\varepsilon_B}{2(\varepsilon_A+\varepsilon_B)}.$$

The numerator is $\varepsilon_A^2+2\varepsilon_A\varepsilon_B+\varepsilon_B^2-4\varepsilon_A\varepsilon_B=(\varepsilon_A-\varepsilon_B)^2$. Thus

$$\varepsilon_\parallel-\varepsilon_\perp=\frac{(\varepsilon_A-\varepsilon_B)^2}{2(\varepsilon_A+\varepsilon_B)}. \tag{10}$$

By Lemma 1,

$$g_\perp-g_\parallel=-\tfrac12\varepsilon_0\varepsilon_\perp E^2+\tfrac12\varepsilon_0\varepsilon_\parallel E^2
=\tfrac12\varepsilon_0E^2(\varepsilon_\parallel-\varepsilon_\perp),$$

and (10) turns this into (2). Every factor in (2) is positive, except that the square vanishes without contrast and $E^2$ without field. $\blacksquare$

A numerical test solved the field problem on a periodic grid of $24\times24$ points by minimizing the field energy at a prescribed average field. For the permittivity pairs $(2,20)$ and $(2.5,5)$ the difference between the orientations agreed with (2) within a relative tolerance of $10^{-8}$.

### Remark 1: why the contrast enters squared

Write the lying fields as $E_A=E+e$ and $E_B=E-e$. From (6),

$$e=\frac{2\varepsilon_B}{\varepsilon_A+\varepsilon_B}E-E=\frac{\varepsilon_B-\varepsilon_A}{\varepsilon_A+\varepsilon_B}E.$$

Bound charge at the interfaces shifts field into the less polarizable block. The displacement, being the same in both blocks, equals its own average:

$$\frac{D}{\varepsilon_0}=\tfrac12\varepsilon_A(E+e)+\tfrac12\varepsilon_B(E-e)
=\varepsilon_\parallel E-\tfrac12(\varepsilon_B-\varepsilon_A)e.$$

One factor of contrast creates the shift $e$; the second measures how much response is lost when field moves from the stronger to the weaker responder. Exchanging the names A and B changes both signs, and the product stays the same.

### Remark 2: limits and unequal layers

With the mean permittivity $\bar\varepsilon=(\varepsilon_A+\varepsilon_B)/2$, equation (2) reads $\varepsilon_0E^2(\varepsilon_A-\varepsilon_B)^2/(8\bar\varepsilon)$. For $\varepsilon_B\gg\varepsilon_A$ it approaches $\varepsilon_0E^2\varepsilon_B/4$. The lying permittivity then saturates at $2\varepsilon_A$, while the standing one keeps growing with $\varepsilon_B$.

If A fills a fraction $\phi$ instead of one half, the same two averages give $\varepsilon_\parallel=\phi\varepsilon_A+(1-\phi)\varepsilon_B$ and $1/\varepsilon_\perp=\phi/\varepsilon_A+(1-\phi)/\varepsilon_B$. With $M=\phi\varepsilon_B+(1-\phi)\varepsilon_A$, the second is $\varepsilon_\perp=\varepsilon_A\varepsilon_B/M$, and

$$\varepsilon_\parallel-\varepsilon_\perp=\frac{\varepsilon_\parallel M-\varepsilon_A\varepsilon_B}{M}
=\frac{\phi(1-\phi)(\varepsilon_A-\varepsilon_B)^2}{M}.$$

In the last step, $\varepsilon_\parallel M$ contains $\phi(1-\phi)(\varepsilon_A^2+\varepsilon_B^2)$ and $[\phi^2+(1-\phi)^2]\varepsilon_A\varepsilon_B$, and $\phi^2+(1-\phi)^2-1=-2\phi(1-\phi)$. At $\phi=\tfrac12$ equation (10) returns.

### Worked example: the main result

Take $\varepsilon_A=2.5$, $\varepsilon_B=5.0$, a period of 40 nm, a film of 1000 nm and an rms voltage of 20 V at 1000 Hz. The field is 0.200 MV/cm, or $2.00\times10^7$ V/m, and the temperature is 450 K. These are rough round values in the regime of a hot melt of polystyrene-block-poly(methyl methacrylate), with A standing for the styrene block.

The permittivities are $\varepsilon_\parallel=7.5/2=3.75$ and $\varepsilon_\perp=25/7.5=3.333$, with difference 0.4167. Hence

$$g_\perp-g_\parallel=\tfrac12(8.854\times10^{-12})(2.00\times10^7)^2(0.4167)\ \text{J/m}^3=738\ \text{J/m}^3.$$

The stored energies are 6641 J/m³ standing and 5903 J/m³ lying, so the standing film stores 738 J/m³ more. In turning the layers from lying to standing the source supplies 1476 J/m³, twice as much, and the remainder is the advantage.

In a cube with the period as its side the advantage is 0.295 eV, or 7.6 $kT$. For one chain of volume 100 nm³ it is 0.012 $kT$. The field cannot orient a single chain against thermal motion; the advantage becomes appreciable when many chains turn together as part of a layered grain. A cube with a side of about 20 nm already gains roughly one $kT$, although it is only about half a period wide and is not itself a layered grain.

## Second half: other conditions and the limits of the result

The film has thickness $d$ and average field $E=V/d$, with rms values for an alternating voltage. Its blocks, of equal total thickness, have relative permittivities $\varepsilon_A$ and $\varepsilon_B$. The first half found the effective permittivities

$$\varepsilon_\parallel=\frac{\varepsilon_A+\varepsilon_B}{2}\ \text{(standing)},\qquad
\varepsilon_\perp=\frac{2\varepsilon_A\varepsilon_B}{\varepsilon_A+\varepsilon_B}\ \text{(lying)},$$

and the free energy per volume at fixed voltage, $g=-\tfrac12\varepsilon_0\varepsilon E^2$. The advantage of standing is

$$\Delta g=g_\perp-g_\parallel=\tfrac12\varepsilon_0E^2(\varepsilon_\parallel-\varepsilon_\perp)
=\frac{\varepsilon_0E^2(\varepsilon_A-\varepsilon_B)^2}{4(\varepsilon_A+\varepsilon_B)}. \tag{11}$$

In the example $\varepsilon_A=2.5$, $\varepsilon_B=5.0$, $E=0.200$ MV/cm, $d=1000$ nm, the period is $L_0=40$ nm, and $\Delta g=738$ J/m³.

### Proposition 1: tilted layers

*Let the layer normal make an angle $\theta$ with the average field. In the bulk of the film*

$$g(\theta)=-\tfrac12\varepsilon_0E^2\left(\varepsilon_\perp\cos^2\theta+\varepsilon_\parallel\sin^2\theta\right). \tag{12}$$

*Proof.* Split the average field into $E\cos\theta$ along the normal and $E\sin\theta$ in the layer planes. The equations are linear, so the two responses add. Along the normal the displacement is uniform, as for lying layers, and equals $\varepsilon_0\varepsilon_\perp E\cos\theta$. In the planes the field is uniform, as for standing layers, and the mean displacement is $\varepsilon_0\varepsilon_\parallel E\sin\theta$. The electrode charge per area is the component of the mean displacement along the average field. Projecting both parts gives

$$\frac{Q}{a}=\varepsilon_0\left(\varepsilon_\perp\cos^2\theta+\varepsilon_\parallel\sin^2\theta\right)E.$$

The bracket is the effective permittivity, and $g=-\tfrac12\varepsilon_0\varepsilon E^2$ gives (12). $\blacksquare$

Near the electrodes tilted layers are cut off and the field is disturbed. The proposition therefore applies to a film much thicker than these zones. Its derivative is

$$\frac{dg}{d\theta}=-\tfrac12\varepsilon_0E^2(\varepsilon_\parallel-\varepsilon_\perp)\sin2\theta=-\Delta g\,\sin2\theta.$$

Between $0$ and $90^\circ$ this is negative, so the bulk dielectric energy falls steadily from lying to standing and has no barrier. The torque vanishes for perfectly lying layers, which are in unstable equilibrium, and is largest at $45^\circ$, where its size per volume equals $\Delta g$. Barriers from defects and from breaking and rejoining layers are outside (12); the energy comparison does not predict how long alignment takes.

Equation (12) contains no angle about the field axis. A field between a lower and an upper electrode can make layers stand, but within this model it does not choose the direction in which the stripes run. Parallel lines need some further guide.

At fixed voltage the field favours standing layers by the energy per volume in (11), and the bulk dielectric energy falls steadily as the layers tilt from lying to standing. It remains to treat fixed charge, and to see how wall energies, diffuse interfaces, period misfit, leakage and strong fields change or limit the result.

All numerical values are calculated from the stated model.
